# Pauling electronegativities of hydrogen and the halogens from computed bond energies: verification in Python

```python
"""Pauling electronegativities of H, F, Cl, Br, I from computed bond energies.

Result under test: with Delta_AB = D_AB - mean(D_AA, D_BB) = k (chi_A - chi_B)^2,
k = 1 eV, and signed roots s_AB = +-sqrt(Delta_AB / k), the least-squares scale is
chi_A = (1/n) sum_B s_AB (up to a constant), and the sum of squared residuals is
(1/n) times the sum of squared triangle defects s_AB + s_BC + s_CA.
D: bond energy (eV); chi: electronegativity (dimensionless); n = 5 elements.
Energies: frozen-core MP2/def2-SVP with density fitting, no spin-orbit coupling,
no zero-point energy. Negative Delta is counted and entered as root zero.
"""
from itertools import combinations, permutations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import least_squares
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ELEMENTS = ["H", "F", "Cl", "Br", "I"]
N = len(ELEMENTS)
# Core orbitals left uncorrelated; iodine already has 28 electrons in its ECP.
CORE = {"H": 0, "F": 1, "Cl": 5, "Br": 14, "I": 9}
# Starting bond lengths in angstrom, used only to place the energy stencil.
START = {("H", "H"): 0.76, ("F", "F"): 1.42, ("Cl", "Cl"): 2.03,
         ("Br", "Br"): 2.31, ("I", "I"): 2.70, ("H", "F"): 0.925,
         ("H", "Cl"): 1.29, ("H", "Br"): 1.425, ("H", "I"): 1.62,
         ("F", "Cl"): 1.68, ("F", "Br"): 1.78, ("F", "I"): 1.93,
         ("Cl", "Br"): 2.17, ("Cl", "I"): 2.36, ("Br", "I"): 2.51}


def build(atoms, length=0.0):
    geometry = [(a, (0.0, 0.0, length * i)) for i, a in enumerate(atoms)]
    ecp = {"I": "def2-svp"} if "I" in atoms else {}
    return gto.M(atom=geometry, basis="def2-svp", ecp=ecp,
                 spin=len(atoms) % 2, verbose=0)


def fitted_mp2(atoms, length=0.0, guess=None):
    """Total density-fitted MP2 energy (hartree) and the SCF density matrix."""
    mol = build(atoms, length)
    method = scf.UHF if mol.spin else scf.RHF
    mf = method(mol).density_fit()
    mf.conv_tol = 1e-9
    mf.kernel(dm0=guess)
    assert mf.converged, atoms
    coeff = mf.mo_coeff if mol.spin else [mf.mo_coeff] * 2
    level = mf.mo_energy if mol.spin else [mf.mo_energy] * 2
    frozen = sum(CORE[a] for a in atoms)
    three = np.vstack([lib.unpack_tril(np.asarray(block))
                       for block in mf.with_df.loop()])
    factors, gaps = [], []
    for c, e, nocc in zip(coeff, level, mol.nelec):
        first = min(frozen, nocc)
        b = np.matmul(np.matmul(c[:, first:nocc].T, three), c[:, nocc:])
        factors.append(b)
        gaps.append(e[first:nocc, None] - e[None, nocc:])
    correlation = 0.0
    for p, q in ((0, 0), (1, 1), (0, 1)):
        g = np.tensordot(factors[p], factors[q], axes=(0, 0))
        denominator = gaps[p][:, :, None, None] + gaps[q][None, None, :, :]
        if p == q:
            exchange = g.transpose(0, 3, 2, 1)
            correlation += 0.5 * np.sum(g * (g - exchange) / denominator)
        else:
            correlation += np.sum(g * g / denominator)
    return mf.e_tot + correlation, mf.make_rdm1()


def relaxed(atoms):
    """Minimum of a parabola in 1/R through three energies."""
    lengths = START[atoms] * np.array([1.0, 0.975, 1.025])
    energies, guess = [], None
    for length in lengths:
        energy, guess = fitted_mp2(atoms, length, guess)
        energies.append(energy)
    x = START[atoms] / lengths - 1.0
    a, b, c = np.polyfit(x, np.array(energies) - energies[0], 2)
    assert a > 0 and abs(b / (2 * a)) < 0.04, (atoms, -b / (2 * a))
    length = START[atoms] / (1.0 - b / (2 * a))
    return length, energies[0] + c - b * b / (4 * a)


# Density-fitted energies against ordinary four-index integrals.
fit_error = 0.0
for species in (("H", "Cl"), ("Cl",)):
    r_test = START.get(species, 0.0)
    mol_test = build(species, r_test)
    hf_test = (scf.UHF if mol_test.spin else scf.RHF)(mol_test)
    hf_test.conv_tol = 1e-9
    hf_test.kernel()
    full = hf_test.e_tot + mp.MP2(hf_test, frozen=5).kernel()[0]
    fit_error = max(fit_error, abs(full - fitted_mp2(species, r_test)[0]))
assert fit_error < 5e-4  # error of the auxiliary basis, in hartree

atom_energy = {a: fitted_mp2((a,))[0] for a in ELEMENTS}
bond_length, molecule_energy = {}, {}
for pair in START:
    bond_length[pair], molecule_energy[pair] = relaxed(pair)

# The interpolated minima against direct energies at the located lengths.
stencil_error = 0.0
for pair in (("H", "F"), ("Cl", "Br")):
    direct = fitted_mp2(pair, bond_length[pair])[0]
    stencil_error = max(stencil_error,
                        abs(direct - molecule_energy[pair]) * HARTREE_EV)
assert stencil_error < 0.003  # anharmonic error of a three-point parabola


def bond_energies(atoms):
    return {(a, b): (atoms[a] + atoms[b] - molecule_energy[a, b]) * HARTREE_EV
            for a, b in START}


def excess(d, kind):
    out = []
    for i, j in EDGES:
        a, b = ELEMENTS[i], ELEMENTS[j]
        mean = (0.5 * (d[a, a] + d[b, b]) if kind == "arithmetic"
                else np.sqrt(d[a, a] * d[b, b]))
        out.append(d[a, b] - mean)
    return np.array(out)


EDGES = list(combinations(range(N), 2))
EDGE_INDEX = {edge: m for m, edge in enumerate(EDGES)}
TRIANGLES = list(combinations(range(N), 3))
D = bond_energies(atom_energy)
assert min(D.values()) > 0
delta = {kind: excess(D, kind) for kind in ("arithmetic", "geometric")}

# Gap between the two means.
gap = np.array([0.5 * (np.sqrt(D[(ELEMENTS[i],) * 2])
                       - np.sqrt(D[(ELEMENTS[j],) * 2])) ** 2 for i, j in EDGES])
assert np.allclose(delta["geometric"] - delta["arithmetic"], gap, atol=1e-10)

# Atomic energies drop out of the arithmetic excess but not the geometric one.
SHIFT_EV = 0.30
shifted_atoms = dict(atom_energy)
shifted_atoms["I"] -= SHIFT_EV / HARTREE_EV
D_shifted = bond_energies(shifted_atoms)
change = {kind: excess(D_shifted, kind) - delta[kind] for kind in delta}
HI = EDGE_INDEX[0, 4]
assert np.max(np.abs(change["arithmetic"])) < 1e-8
assert abs(change["geometric"][HI]) > 1e-3

# Design matrix of differences and the projector onto misfit.
design = np.zeros((len(EDGES), N))
for m, (i, j) in enumerate(EDGES):
    design[m, i], design[m, j] = 1.0, -1.0
misfit_projector = np.eye(len(EDGES)) - design @ np.linalg.pinv(design)
order_signs = np.array([[1.0 if rank[i] > rank[j] else -1.0 for i, j in EDGES]
                        for rank in permutations(range(N))])
all_signs = np.array(list(product((-1.0, 1.0), repeat=len(EDGES))))


def squared_misfit(signs, roots):
    return np.sum(((signs * roots) @ misfit_projector) ** 2, axis=1)


def analyse(kind):
    values = delta[kind]
    roots = np.sqrt(np.maximum(values, 0.0))
    allowed = order_signs[order_signs[:, EDGE_INDEX[0, 1]] < 0]  # F above H
    costs = squared_misfit(allowed, roots)
    s = allowed[np.argmin(costs)] * roots
    assert abs(costs.min() - squared_misfit(all_signs, roots).min()) < 1e-10

    # Row-mean formula against a general least-squares solver.
    table = np.zeros((N, N))
    for m, (i, j) in enumerate(EDGES):
        table[i, j], table[j, i] = s[m], -s[m]
    chi = table.mean(axis=1)
    solver = np.linalg.lstsq(design, s, rcond=None)[0]
    assert np.allclose(chi - chi[0], solver - solver[0], atol=1e-10)
    residual = s - design @ solver
    assert np.all(s * (design @ chi) >= -1e-10)

    # Residuals and their squared sum from triangle defects.
    from_triangles = np.array([sum(table[i, j] + table[j, c] + table[c, i]
                                   for c in range(N)) / N for i, j in EDGES])
    assert np.allclose(residual, from_triangles, atol=1e-10)
    defects = []
    for triangle in TRIANGLES:
        low, mid, high = sorted(triangle, key=lambda a: chi[a])
        defects.append(table[high, low] - table[high, mid] - table[mid, low])
    defects = np.array(defects)
    total = np.sum(residual ** 2)
    assert abs(total - np.sum(defects ** 2) / N) < 1e-10

    # Left-out errors from actual refits, against the leverage formula.
    left_out = []
    for m in range(len(EDGES)):
        keep = np.arange(len(EDGES)) != m
        refit = np.linalg.lstsq(design[keep], s[keep], rcond=None)[0]
        left_out.append(s[m] - design[m] @ refit)
    left_out = np.array(left_out)
    assert np.allclose(left_out, residual / (1 - 2 / N), atol=1e-10)

    # Direct fit of the energies, without square roots.
    def energy_residual(free):
        trial = np.concatenate(([0.0], free))
        return (design @ trial) ** 2 - values
    start = (chi - chi[0])[1:]
    direct = least_squares(energy_residual, start, xtol=1e-12, ftol=1e-12)
    before = energy_residual(start)
    assert direct.success
    assert np.sum(direct.fun ** 2) <= np.sum(before ** 2) + 1e-10

    # How often do randomly reassigned roots fit equally well?
    rng = np.random.default_rng(7)
    hits = sum(squared_misfit(order_signs, rng.permutation(roots)).min()
               <= total * (1 + 1e-9) for _ in range(SHUFFLES))
    return {"root": roots, "chi": chi - chi[0] + ANCHOR,
            "direct": np.concatenate(([0.0], direct.x)) + ANCHOR,
            "residual": residual, "defects": defects,
            "negative": int(np.sum(values < 0)),
            "relative": np.sqrt(total / np.sum(roots ** 2)),
            "left": np.sqrt(np.mean(left_out ** 2)),
            "rms": np.sqrt(np.mean(before ** 2)),
            "rms_direct": np.sqrt(np.mean(direct.fun ** 2)),
            "rms_none": np.sqrt(np.mean(values ** 2)),
            "chance": hits / SHUFFLES}


ANCHOR = 2.20
SHUFFLES = 2000
A, G = analyse("arithmetic"), analyse("geometric")

print("MP2/def2-SVP: bond, length (angstrom), bond energy D (eV)")
for a, b in START:
    print(f"{a + '-' + b:6s} {bond_length[a, b]:7.3f} {D[a, b]:8.3f}")
print("pair: Delta arith, geom (eV); root d arith, geom; residual arith, geom")
for m, (i, j) in enumerate(EDGES):
    name = ELEMENTS[i] + "-" + ELEMENTS[j]
    print(f"{name:6s} {delta['arithmetic'][m]:7.3f} {delta['geometric'][m]:7.3f}"
          f" {A['root'][m]:7.3f} {G['root'][m]:7.3f}"
          f" {A['residual'][m]:7.3f} {G['residual'][m]:7.3f}")
print("chi (no unit): root fit arith, geom; direct energy fit arith, geom")
for i, name in enumerate(ELEMENTS):
    print(f"{name:3s} {A['chi'][i]:7.3f} {G['chi'][i]:7.3f}"
          f" {A['direct'][i]:7.3f} {G['direct'][i]:7.3f}")
print("triangle: outer difference minus sum of inner two, arith, geom")
for m, triangle in enumerate(TRIANGLES):
    name = "-".join(ELEMENTS[i] for i in triangle)
    print(f"{name:9s} {A['defects'][m]:7.3f} {G['defects'][m]:7.3f}")
print("summary: arithmetic, geometric")
for label, key in (("negative Delta (count)", "negative"),
                   ("relative misfit (no unit)", "relative"),
                   ("rms left-out error in d (no unit)", "left"),
                   ("rms D error, root fit (eV)", "rms"),
                   ("rms D error, direct fit (eV)", "rms_direct"),
                   ("rms D error, all chi equal (eV)", "rms_none"),
                   ("shuffles fitting as well (fraction)", "chance")):
    print(f"{label:37s} {A[key]:8.4f} {G[key]:8.4f}")
print(f"I atom lowered by {SHIFT_EV:.2f} eV: change of Delta(HI) (eV), arith "
      f"{abs(change['arithmetic'][HI]):.3f}, geom {change['geometric'][HI]:.3f}")
print(f"density-fitting error, largest tested (eV): {fit_error * HARTREE_EV:.5f}")
print(f"bond-minimum error, largest tested (eV): {stencil_error:.5f}")
print(f"hartree in eV: {HARTREE_EV:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
MP2/def2-SVP: bond, length (angstrom), bond energy D (eV)
H-H      0.753    4.258
F-F      1.408    1.431
Cl-Cl    2.034    1.898
Br-Br    2.319    1.774
I-I      2.711    1.472
H-F      0.919    5.721
H-Cl     1.276    4.236
H-Br     1.413    3.717
H-I      1.608    3.051
F-Cl     1.661    2.203
F-Br     1.790    2.279
F-I      1.954    2.432
Cl-Br    2.179    1.844
Cl-I     2.370    1.770
Br-I     2.514    1.669
pair: Delta arith, geom (eV); root d arith, geom; residual arith, geom
H-F      2.877   3.253   1.696   1.804  -0.039   0.012
H-Cl     1.158   1.393   1.076   1.180  -0.123  -0.069
H-Br     0.701   0.969   0.837   0.984  -0.001   0.015
H-I      0.186   0.548   0.432   0.740   0.163   0.042
F-Cl     0.539   0.555   0.734   0.745   0.030   0.041
F-Br     0.677   0.686   0.823   0.828   0.002   0.013
F-I      0.981   0.981   0.991   0.991  -0.072  -0.042
Cl-Br    0.008   0.009   0.091   0.097  -0.026  -0.014
Cl-I     0.085   0.099   0.292   0.314  -0.067  -0.014
Br-I     0.047   0.054   0.216   0.232  -0.025   0.014
chi (no unit): root fit arith, geom; direct energy fit arith, geom
H     2.200   2.200   2.200   2.200
F     3.857   4.015   3.885   4.008
Cl    3.153   3.311   3.229   3.346
Br    3.036   3.200   3.051   3.184
I     2.795   2.982   2.840   2.991
triangle: outer difference minus sum of inner two, arith, geom
H-F-Cl     -0.114  -0.122
H-F-Br      0.036  -0.009
H-F-I       0.274   0.073
H-Cl-Br     0.147   0.099
H-Cl-I      0.353   0.126
H-Br-I      0.190   0.012
F-Cl-Br    -0.002  -0.013
F-Cl-I     -0.035  -0.069
F-Br-I     -0.049  -0.070
Cl-Br-I    -0.016  -0.015
summary: arithmetic, geometric
negative Delta (count)                  0.0000   0.0000
relative misfit (no unit)               0.0871   0.0362
rms left-out error in d (no unit)       0.1236   0.0558
rms D error, root fit (eV)              0.1153   0.0660
rms D error, direct fit (eV)            0.0954   0.0553
rms D error, all chi equal (eV)         1.0892   1.2456
shuffles fitting as well (fraction)     0.0010   0.0000
I atom lowered by 0.30 eV: change of Delta(HI) (eV), arith 0.000, geom 0.277
density-fitting error, largest tested (eV): 0.00154
bond-minimum error, largest tested (eV): 0.00013
hartree in eV: 27.211386
ALL CHECKS PASSED
```
